# Franz Dispersion and the Fowler-Nordheim Exponent of an Oxide Barrier

## Problem

An electron tunnels from a metal-like gate into an oxide. At the injecting interface its energy lies $\phi=3.1$ eV below the oxide conduction-band edge. The oxide gap is $E_g=9$ eV. The field is uniform, and the oxide is thick enough for the electron to emerge into the oxide conduction band before it reaches the far electrode. Image force and trapped charge are left out at first.

Let $E$ be the depth of the electron's energy below the local conduction edge, and let $\kappa$ be the decay rate of its amplitude. Compare two dispersion laws in the gap:

$$
\frac{\hbar^2\kappa^2}{2m}=E\quad\text{(parabolic)},\qquad
\frac{\hbar^2\kappa^2}{2m}=E\left(1-\frac{E}{E_g}\right)\quad\text{(Franz)}.
$$

The mass $m$ at the conduction-band edge is the same in both. By what fraction does the Franz law change the Fowler-Nordheim exponent? What does the change do to the current at 8 MV/cm in a 10 nm oxide with $m=0.5\,m_0$, where $m_0$ is the free-electron mass? Which neglected effects could alter the answer?

Energies are in eV and lengths in nm. The symbol $F$ denotes the force on the electron, in eV/nm, so a field of 8 MV/cm means $F=0.8$ eV/nm. It is convenient to write

$$
k_1=\frac{\sqrt{2m}}{\hbar},\qquad \kappa_{\rm par}=k_1\sqrt E .
$$

For the given mass, $k_1=3.6226\ \mathrm{nm^{-1}\,eV^{-1/2}}$.

## First estimate by scaling

At a given depth, the Franz law multiplies the parabolic decay rate by $\sqrt{1-E/E_g}$. This factor equals 1 at the exit from the barrier, where $E=0$. At the entrance, where $E=\phi$, it is $\sqrt{1-\phi/E_g}=0.81$. The exponent must therefore fall by something between 0 and 19 percent.

A typical depth in a triangular barrier is $\phi/2$. For a small correction the square root gives half the relative change of its argument, so

$$
\text{reduction}\approx\frac12\,\frac{\phi/2}{E_g}=\frac{\phi}{4E_g}=\frac{0.3444}{4}\approx 8.6\ \text{percent}.
$$

The estimate contains neither the field nor the mass. Its weak point is the choice of the typical depth.

## Exact solution within the WKB exponent

### Where the Franz law comes from

Take one conduction and one valence band, coupled linearly in the wave number $k$. With energy measured from the conduction edge,

$$
H=\begin{pmatrix}0&Pk\\Pk&-E_g\end{pmatrix},\qquad P^2=\frac{\hbar^2E_g}{2m}.
$$

An eigenvalue $W$ satisfies $\det(H-W)=0$, which gives

$$
W(W+E_g)=P^2k^2 .
$$

Near the conduction edge $W\ll E_g$, so $W\approx P^2k^2/E_g=\hbar^2k^2/2m$. The chosen $P$ thus gives the edge mass $m$. In the gap set $W=-E$ and $k=i\kappa$. Both sides change sign:

$$
-E(E_g-E)=-P^2\kappa^2
\quad\Longrightarrow\quad
\frac{\hbar^2\kappa^2}{2m}=E\left(1-\frac{E}{E_g}\right).
$$

The same model fixes the valence band. Putting $W=-E_g-\delta$ gives $\delta(E_g+\delta)=P^2k^2$, so the valence-edge mass also has magnitude $m$. The Franz law therefore carries an assumption of equal masses, which matters below.

### The exponent as an integral over depth

In the WKB approximation the amplitude decays as $\exp(-\int\kappa\,dx)$. The transmission is its square, apart from a prefactor, so $T\propto e^{-G}$ with

$$
G=2\int_0^{\phi/F}\kappa\,dx .
$$

The conduction edge falls linearly, so $E=\phi-Fx$ and $dx=-dE/F$. The depth runs from $\phi$ down to 0, and the minus sign reverses the limits:

$$
G=\frac2F\int_0^\phi\kappa(E)\,dE .
$$

For the parabolic law,

$$
G_{\rm par}=\frac{2k_1}{F}\int_0^\phi\sqrt E\,dE=\frac{4k_1\phi^{3/2}}{3F}.
$$

For the Franz law, put $E=E_gs$ and $u=\phi/E_g$. One factor $E_g$ comes from $dE$ and a factor $\sqrt{E_g}$ from the root:

$$
G_{\rm F}=\frac{2k_1E_g^{3/2}}{F}\int_0^u\sqrt{s(1-s)}\,ds .
$$

Since $\phi^{3/2}=E_g^{3/2}u^{3/2}$, the ratio is

$$
R(u)=\frac{G_{\rm F}}{G_{\rm par}}=\frac{3}{2u^{3/2}}\int_0^u\sqrt{s(1-s)}\,ds .
$$

The field and the mass have cancelled. The mass cancels because it was kept the same in both laws.

### The integral

Let $s=\sin^2\alpha$. Then $ds=2\sin\alpha\cos\alpha\,d\alpha$ and $\sqrt{s(1-s)}=\sin\alpha\cos\alpha$ for $0\le\alpha\le\pi/2$. The integrand becomes

$$
2\sin^2\alpha\cos^2\alpha=\tfrac12\sin^22\alpha=\tfrac14(1-\cos4\alpha).
$$

With $a=\arcsin\sqrt u$ the result is

$$
R(u)=\frac{3}{2u^{3/2}}\left(\frac a4-\frac{\sin4a}{16}\right),\qquad 0<u\le1 .
$$

For the given barrier $u=0.3444$ and $a=0.6272$. The sine follows from $\sin2a=2\sqrt{u(1-u)}=0.9504$ and $\cos2a=1-2u=0.3111$, so $\sin4a=2\sin2a\cos2a=0.5913$. Hence

$$
R=\frac{1.5}{0.20215}\,(0.15680-0.03696)=0.889 .
$$

The exponent falls by 11.1 percent.

### A check by series

The expansion

$$
\sqrt{1-s}=1-\frac s2-\frac{s^2}8-\frac{s^3}{16}-\frac{5s^4}{128}-\dots
$$

is multiplied by $\sqrt s$ and integrated term by term. The power $s^{n+1/2}$ integrates to $u^{n+3/2}/(n+3/2)$. After division by $\tfrac23u^{3/2}$, the term of order $n$ carries the factor $3/(2n+3)$:

$$
R=1-\frac{3u}{10}-\frac{3u^2}{56}-\frac{u^3}{48}-\frac{15u^4}{1408}-\dots
$$

The first three corrections are 0.10333, 0.00636 and 0.00085, with sum 0.11054. All later terms have the same sign, and their coefficients decrease. Their sum is therefore smaller than the geometric series $(15/1408)u^4/(1-u)=0.00023$. The reduction lies between 11.05 and 11.08 percent.

### Two limits

For $u\to0$ the ratio tends to 1, because the electron stays close to the conduction edge, where the two laws agree.

For $u=1$ the electron enters at the valence edge and crosses the whole gap. Then $a=\pi/2$, $\sin4a=0$ and $R=3\pi/16\approx0.59$. The exponent becomes

$$
G_{\rm F}=\frac{3\pi}{16}\,\frac{4k_1E_g^{3/2}}{3F}=\frac{\pi k_1E_g^{3/2}}{4F},
$$

which is the band-to-band tunnelling exponent of the symmetric two-band model. The Franz decay rate vanishes at both edges and is largest at midgap, whereas the parabolic rate keeps growing. The present barrier does not reach midgap, 4.5 eV down, so its correction is moderate.

## Comparison of estimate and solution

The scaling estimate gave 8.6 percent, and the solution gives 11.1 percent. The difference can be traced. The ratio is an average of the local factor,

$$
R=\left\langle\sqrt{1-E/E_g}\right\rangle,\qquad
\langle f\rangle=\frac{\int_0^\phi f\sqrt E\,dE}{\int_0^\phi\sqrt E\,dE}.
$$

The weight $\sqrt E$ appears because deeper parts of the barrier contribute more to the exponent. The mean depth is

$$
\langle E\rangle=\frac{\tfrac25\phi^{5/2}}{\tfrac23\phi^{3/2}}=\frac35\phi,
$$

not $\phi/2$. Half of $0.6u$ is $0.3u$, the first term of the series, or 10.3 percent. Keeping the square root at this mean depth gives $1-\sqrt{1-0.6u}=10.9$ percent. The small remainder comes from the spread of depths: the square root is concave, so its average lies below its value at the average depth.

The WKB step can be checked too. With $k=-i\,d/dx$, with $E(x)$ as the local depth and with components $(A,-iB)$, the two-band Hamiltonian gives

$$
P\frac{dB}{dx}=E\,A,\qquad P\frac{dA}{dx}=(E_g-E)\,B .
$$

These equations were solved numerically through the triangular barrier, between flat leads whose conduction edge lies 6 eV below the electron energy. If $T=Ce^{-b/F}$ with a slowly varying $C$, then $b$ is minus the slope of $\ln T$ against $1/F$. Between 5 and 8 MV/cm this slope is 234.5 MV/cm for the 9 eV gap. With a gap of $10^5$ eV, which stands in for the parabolic law, it is 263.7 MV/cm. The WKB values of $GF$ are 234.4 and 263.6 MV/cm. The wave equation gives a reduction of 11.08 percent for these leads; other lead depths between 2 and 11 eV, or ending the ramp at 10 nm, move it between about 11.0 and 11.1 percent.

## What the change does to the current

At 8 MV/cm the parabolic exponent is

$$
G_{\rm par}=\frac{4\times3.6226\times3.1^{3/2}}{3\times0.8}=32.95,
$$

and $G_{\rm F}=0.8893\times32.95=29.3$. An 11 percent change of a large exponent is a large change of current: $e^{32.955-29.305}=38$. This factor, unlike $R$, depends on field and mass.

The prefactor changes as well. Suppose that the gate supplies all the transverse wave numbers $k_t$ that matter and that $k_t$ is conserved. Each state contributes $q v_xfD$, where $q$ is the elementary charge, $f$ the occupation and $D=e^{-G}$. At fixed $k_t$, $v_x\,dk_x=d\varepsilon/\hbar$, with $\varepsilon$ the total energy measured from the Fermi level. Including spin,

$$
J=\frac{2q}{(2\pi)^3\hbar}\int d\varepsilon\,f\int d^2k_t\,e^{-G}
=\frac{qm}{2\pi^2\hbar^3}\int d\varepsilon\,f\int_0^\infty d\eta\,e^{-G},
$$

where $\eta=\hbar^2k_t^2/2m$ and $d^2k_t=(2\pi m/\hbar^2)\,d\eta$. Here $\phi$ is measured from the Fermi level.

If the bands are isotropic, transverse motion changes $\kappa^2$ to $\kappa^2+k_t^2$, so to first order $\kappa$ grows by $k_t^2/2\kappa=k_1^2\eta/2\kappa$. A higher $\varepsilon$ shortens the barrier. To first order in both,

$$
G(\varepsilon,\eta)\approx G-c\,\varepsilon+h\,\eta,\qquad
c=\frac{2\kappa(\phi)}F,\qquad h=\frac{k_1^2}{F}\int_0^\phi\frac{dE}{\kappa(E)} .
$$

At zero temperature the energy integral gives $1/c$ and the transverse integral $1/h$, so $J\propto e^{-G}/(ch)$. For the parabolic law both slopes equal $2k_1\sqrt\phi/F$. For the Franz law $c$ is smaller by the factor $\sqrt{1-u}$. The substitution $E=E_g\sin^2\alpha$ gives $h=2k_1\sqrt{E_g}\,a/F$, larger by $a/\sqrt u$. The prefactor ratio, Franz to parabolic, is therefore

$$
\frac{\sqrt u}{a\sqrt{1-u}}=\frac{0.587}{0.627\times0.810}=1.16 .
$$

A direct double integration without the linear expansion also gives 1.16, and a total current ratio of 44.7 at zero temperature. Nearly all of it comes from the exponent. These currents take $D=e^{-G}$ and omit the matching prefactor $C$ at the interfaces. In the wave solution at 8 MV/cm, $C$ is about 1.7 to 2.0, and its Franz-to-parabolic ratio runs from about 0.9 to 1.2 for lead depths between 2 and 11 eV, so the current ratio is uncertain by 10 to 20 percent and the absolute currents by about a factor of 2.

At temperature $T$, write $p=ck_BT$ and $y=e^{\varepsilon/k_BT}$. For $0<p<1$ the energy integral is

$$
\int_{-\infty}^{\infty}\frac{e^{c\varepsilon}\,d\varepsilon}{1+e^{\varepsilon/k_BT}}
=k_BT\int_0^\infty\frac{y^{p-1}}{1+y}\,dy=\frac{\pi k_BT}{\sin\pi p}.
$$

The last integral is the beta function $\Gamma(p)\Gamma(1-p)=\pi/\sin\pi p$. Division by the zero-temperature value $1/c$ gives the thermal factor $\pi p/\sin\pi p$, which grows with $c$. The slopes are 15.95 per eV for the parabolic law and 12.91 per eV for the Franz law, so the parabolic current is the more sensitive to temperature. The double integration gives factors of 1.36 and 1.22 at 300 K, and 1.76 and 1.43 at 400 K. At 300 K the currents are $2.0\times10^{-7}$ and $8.2\times10^{-6}\ \mathrm{A/cm^2}$, a ratio of 40.

## Refitting the mass

The condition of unchanged band-edge mass is essential. A parabolic exponent is proportional to the square root of its mass. A constant mass

$$
m_{\rm fit}=mR^2=0.5\,m_0\times0.889^2=0.395\,m_0
$$

therefore reproduces the Franz exponent of the triangular barrier at this barrier height, for every field. The slope of a Fowler-Nordheim plot at one known barrier therefore barely distinguishes the two descriptions: at finite temperature the thermal factor, which depends on field through $c$, makes the slopes differ slightly.

They differ when the energy changes. The refitted parabolic law has $c=3G/2\phi=14.2$ per eV, against 12.9 per eV for the Franz law. In this model, a measurement that varies temperature or barrier height can separate them in principle.

## Where the 11 percent stops holding

**Unequal band masses.** If the valence-edge mass is $m_v\ne m$, a simple interpolation with the correct mass at each edge is

$$
\kappa=k_1\frac{\sqrt{E(1-E/E_g)}}{1-\beta E/E_g},\qquad \beta=1-\sqrt{m/m_v}.
$$

For small $E/E_g$ the factor multiplying $\kappa_{\rm par}$ is $1-(\tfrac12-\beta)E/E_g$. In this interpolation the first-order correction vanishes at $\beta=\tfrac12$, that is at $m_v=4m$, and a still heavier valence band makes it positive. With $m$ held fixed, the computed reduction is 5.4 percent for $m_v=2m$ and 0.9 percent for $m_v=4m$. The two edge masses do not fix the dispersion in the gap, however. Adding $(1-m/m_v)\hbar^2k^2/2m$ to the valence diagonal of $H$ gives the same edge masses and $\kappa^2=k_1^2E(1-s)/[1-(1-m/m_v)s]$ with $s=E/E_g$. This never exceeds the parabolic value; the reduction is about 6 percent for $m_v=2m$ and 3 percent for $m_v=4m$, and tends to zero, without changing sign, for a very heavy valence band. The 11 percent thus belongs to the symmetric Franz law; a 9 eV gap alone does not imply it.

**Image force.** With a rough optical relative permittivity of 2.1, the classical image potential lowers the barrier top by 0.74 eV. The exponents become 30.1 and 27.3, and the reduction becomes 9.4 percent. The greatest depth is now 2.36 eV, where the local reduction is 14 percent instead of 19. The image force changes the parabolic exponent by 2.8, comparable with the Franz correction of 3.65, so a fit to the size of the exponent at one field can assign its effect to the mass if it omits the image force. The slope of a Fowler-Nordheim plot is affected much less, because this change of the exponent varies only slowly with field.

**Barrier height.** A shift of $\phi$ by 0.1 eV moves the reduction only to 10.7 or 11.5 percent. It changes the Franz exponent by 1.3, however, and so $e^{-G}$, the main factor in the current, by a factor of about 3.6.

**The real gate oxide.** The parameters are rough values for a metal-like gate on thick silicon dioxide, and 8 MV/cm is 0.8 of a rough breakdown field of 10 MV/cm. Parabolic fits for this oxide give masses of roughly $0.4\,m_0$. The equivalent mass of $0.395\,m_0$ is close to that, but the agreement reflects the chosen $m$ and does not establish the Franz law. The assumption of equal masses is doubtful for the real oxide: its upper valence band is heavy, which by the estimates above could remove much of the reduction; how much, and whether the sign could change, depends on the dispersion inside the gap, which the edge masses do not fix. Trapped charge, which makes the field nonuniform, is not sized here.

**Thin layers and high-k stacks.** The electron leaves the barrier at $\phi/F=3.1/0.8=3.9$ nm, well inside the 10 nm film, across which 8 V drops. If a silicon dioxide layer at the same field is thinner than 3.9 nm and is followed by a high-k layer, the electron enters the second material before the triangle ends. The depth integral must then be split at the interface, with the field, band offset, gap and mass of each layer, and $R(u)$ no longer applies to the whole path.

The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
barrier phi: 3.1 eV
oxide gap Eg: 9.0 eV
band-edge mass: 0.50 m0
field: 8.0 MV/cm
oxide thickness: 10.0 nm
u = phi/Eg: 0.3444
arcsin(sqrt(u)): 0.6272 rad
decay rate at 1 eV depth, parabolic: 3.6226 1/nm
decay rate at phi, parabolic: 6.378 1/nm
decay rate at phi, Franz: 5.164 1/nm
exponent G, parabolic: 32.955
exponent G, Franz: 29.305
ratio R: 0.88927
reduction of exponent: 11.07 percent
series term of order 1: 0.10333
series term of order 2: 0.00636
series term of order 3: 0.00085
series remainder, actual: 0.000190
series remainder, bound: 0.000229
G*F, parabolic: 263.6 MV/cm
G*F, Franz: 234.4 MV/cm
wave-equation slope, parabolic: 263.7 MV/cm
wave-equation slope, Franz: 234.5 MV/cm
wave-equation reduction: 11.08 percent
equivalent constant mass: 0.395 m0
exp(G_par - G_Franz): 38.4
prefactor ratio, formula: 1.156
prefactor ratio, integral: 1.163
current ratio at 0 K: 44.7
slope c, parabolic: 15.95 1/eV
current at 300 K, parabolic: 2.04e-07 A/cm2
J(300 K)/J(0 K), parabolic: 1.355
J(400 K)/J(0 K), parabolic: 1.760
slope c, Franz: 12.91 1/eV
current at 300 K, Franz: 8.20e-06 A/cm2
J(300 K)/J(0 K), Franz: 1.217
J(400 K)/J(0 K), Franz: 1.434
optical permittivity, rough: 2.1
image-force lowering: 0.741 eV
G with image force, parabolic: 30.117
G with image force, Franz: 27.287
reduction with image force: 9.40 percent
reduction if valence mass = 2 m: 5.42 percent
reduction if valence mass = 4 m: 0.86 percent
G Franz at phi = 3.0 eV: 28.019
reduction at phi = 3.0 eV: 10.69 percent
G Franz at phi = 3.2 eV: 30.601
reduction at phi = 3.2 eV: 11.46 percent
tunnel exit point: 3.875 nm
voltage across oxide: 8.0 V
breakdown field, rough: 10 MV/cm
field / breakdown field: 0.80
```
